# Half-flux interference on a four-site ring and its removal by detuning

## Problem

An electron can sit on any of four sites placed at the corners of a square and numbered 1, 2, 3, 4 around it. It hops between neighbours with amplitude of magnitude $J>0$. All site energies are equal and are taken as zero. There is no hopping along the diagonals, the motion is coherent, and spin plays no part. A magnetic flux $\Phi$ threads the ring. The electron starts on site 1 at $t=0$.

Going from site 1 to the opposite corner 3, the electron can pass through site 2 or through site 4. These two sites are the middles of the two arms.

**(a)** Show that for $\Phi=h/2e$ the electron is never found on site 3, and that the same holds between sites 2 and 4. The proof must cover walks of every length, not only the two shortest paths.

**(b)** Find the probability of reaching site 3 at any flux. Which fluxes block the transfer at all times?

**(c)** Keep $\Phi=h/2e$ and raise the energy of site 2 alone by $\delta$. Find the amplitude for $1\to3$. Does the shift also open $2\to4$? What happens if site 4 is shifted by the same amount?

**(d)** Find how the restored transfer begins at short times, and how it behaves for $|\delta|\ll J$.

**(e)** Evaluate the results for a ring of side 200 nm with $J=20$ µeV and $\delta=10$ µeV, and estimate how well the blocking survives small imperfections.

## Solution

### The Hamiltonian and its phase

The flux enters as a phase $\varphi$ collected in one trip round the ring,

$$\varphi=2\pi\frac{\Phi}{h/e},$$

so $\Phi=h/2e$ means $\varphi=\pi$. The sign of $\varphi$ depends on the sense of travel and on the sign of the charge; the probabilities found below do not depend on it.

Redefining the phase of a site state, $|j\rangle\to e^{i\chi_j}|j\rangle$, moves phase from one link to another. It changes neither the sum round the loop nor any site probability. The whole phase may therefore be put on the link between 4 and 1:

$$H=-J\left(|2\rangle\langle1|+|3\rangle\langle2|+|4\rangle\langle3|+e^{i\varphi}|1\rangle\langle4|\right)+\text{h.c.}$$

Acting on the site states, this gives

$$\begin{aligned}
H|1\rangle&=-J|2\rangle-Je^{-i\varphi}|4\rangle, & H|2\rangle&=-J|1\rangle-J|3\rangle,\\
H|3\rangle&=-J|2\rangle-J|4\rangle, & H|4\rangle&=-J|3\rangle-Je^{i\varphi}|1\rangle.
\end{aligned}$$

### (a) Blocking at all times

Apply $H$ twice to the starting state:

$$\begin{aligned}
H^2|1\rangle&=J^2(|1\rangle+|3\rangle)+J^2e^{-i\varphi}(|3\rangle+e^{i\varphi}|1\rangle)\\
&=2J^2|1\rangle+J^2(1+e^{-i\varphi})|3\rangle .
\end{aligned}$$

The two terms in the last bracket are the paths through site 2 and through site 4. At $\varphi=\pi$ they cancel, which leaves $H^2|1\rangle=2J^2|1\rangle$.

The other three states behave in the same way. At $\varphi=\pi$ we have $H|1\rangle=-J|2\rangle+J|4\rangle$ and $H|4\rangle=J|1\rangle-J|3\rangle$, so

$$\begin{aligned}
H^2|2\rangle&=-J(H|1\rangle+H|3\rangle)=-J(-2J|2\rangle)=2J^2|2\rangle,\\
H^2|3\rangle&=-J(H|2\rangle+H|4\rangle)=-J(-2J|3\rangle)=2J^2|3\rangle,\\
H^2|4\rangle&=J(H|1\rangle-H|3\rangle)=J(2J|4\rangle)=2J^2|4\rangle .
\end{aligned}$$

Thus $H^2=2J^2$ times the identity. This settles walks of every length, because

$$H^{2m}=(2J^2)^m,\qquad H^{2m+1}=(2J^2)^mH .$$

Split the series for $U(t)=e^{-iHt/\hbar}$ into even and odd powers. With $\omega_0=\sqrt2J/\hbar$, the even powers sum to a cosine. Each odd power equals $(\sqrt2J)^{2m+1}$ times $H/(\sqrt2J)$, so the odd powers sum to a sine:

$$U(t)=\cos\omega_0t-i\,\frac{H}{\sqrt2J}\sin\omega_0t .$$

The first term leaves the electron where it started. The second moves it to a neighbour. Neither joins opposite corners, so the transfers $1\leftrightarrow3$ and $2\leftrightarrow4$ vanish at all times.

The electron is not frozen. Starting from site 1,

$$P_1=\cos^2\omega_0t,\qquad P_2=P_4=\tfrac12\sin^2\omega_0t,\qquad P_3=0 .$$

It spreads equally onto both neighbours and then returns. The energies are $\pm\sqrt2J$, each occurring twice, so a single beat frequency governs the motion.

The equality of all four hoppings can be relaxed. If they have different magnitudes, the two-hop amplitude at $\varphi=\pi$ is $J_{12}J_{23}-J_{34}J_{41}$. If it vanishes, $H^2|1\rangle$ is still proportional to $|1\rangle$ and the blocking of $1\to3$ survives. The blocking of $2\to4$ needs its own condition, $J_{12}J_{41}=J_{23}J_{34}$. If it does not vanish, the electron leaks to site 3 with an amplitude that begins as $t^2$, and so with a probability that begins as $t^4$.

### (b) Any flux

With zero site energies, each action of $H$ carries the electron from the pair $\{1,3\}$ to the pair $\{2,4\}$ or back. Only even powers of $H$ contribute to $1\to3$, and $H^2$ acts within the pair $\{1,3\}$. From the first part,

$$H^2|1\rangle=2J^2|1\rangle+J^2(1+e^{-i\varphi})|3\rangle,$$

$$H^2|3\rangle=2J^2|3\rangle+J^2(1+e^{i\varphi})|1\rangle .$$

Since $1+e^{\pm i\varphi}=2e^{\pm i\varphi/2}\cos(\varphi/2)$, the eigenvectors of $H^2$ are

$$|u_\pm\rangle=\frac{|1\rangle\pm e^{-i\varphi/2}|3\rangle}{\sqrt2},$$

with eigenvalues

$$2J^2\left(1\pm\cos\frac{\varphi}{2}\right)=4J^2\cos^2\frac{\varphi}{4}\quad\text{and}\quad4J^2\sin^2\frac{\varphi}{4}.$$

The even part of $U$ is $\cos(Ht/\hbar)$, a function of $H^2$. Inserting the two eigenvectors gives

$$A_{31}=\frac{e^{-i\varphi/2}}2\left[\cos\left(\frac{2Jt}{\hbar}\cos\frac\varphi4\right)-\cos\left(\frac{2Jt}{\hbar}\sin\frac\varphi4\right)\right].$$

At zero flux this becomes $P_3=\tfrac14[\cos(2Jt/\hbar)-1]^2=\sin^4(Jt/\hbar)$. Transfer is complete at $t=\pi\hbar/2J$: the same two arms that cancel at half flux now add.

To see what a flux error does, write $\varphi=\pi+\varepsilon$ and use $\cos x-\cos y=-2\sin\frac{x+y}2\sin\frac{x-y}2$. Half the sum and half the difference of the two frequencies follow from

$$\cos\frac\varphi4+\sin\frac\varphi4=\sqrt2\cos\frac\varepsilon4,\qquad
\cos\frac\varphi4-\sin\frac\varphi4=-\sqrt2\sin\frac\varepsilon4,$$

and therefore

$$P_3=\sin^2\left(\omega_0t\cos\frac\varepsilon4\right)\sin^2\left(\omega_0t\sin\frac\varepsilon4\right).$$

This vanishes at all times only if $\cos(\varepsilon/4)=0$ or $\sin(\varepsilon/4)=0$. Both cases make $\varepsilon$ a multiple of $2\pi$. The blocking fluxes are thus the odd multiples of $h/2e$.

### (c) Detuning one arm

Return to $\varphi=\pi$ and add $\delta|2\rangle\langle2|$ to $H$. Combine the two end sites into

$$|\pm\rangle=\frac{|1\rangle\pm|3\rangle}{\sqrt2}.$$

The couplings of the arm sites to these states are

$$\begin{aligned}
\langle2|H|+\rangle&=\frac{-J-J}{\sqrt2}=-\sqrt2J, & \langle2|H|-\rangle&=\frac{-J+J}{\sqrt2}=0,\\
\langle4|H|+\rangle&=\frac{J-J}{\sqrt2}=0, & \langle4|H|-\rangle&=\frac{J+J}{\sqrt2}=\sqrt2J .
\end{aligned}$$

The ring separates into two independent two-level problems, $\{|+\rangle,|2\rangle\}$ and $\{|-\rangle,|4\rangle\}$. Let $a(t)$ and $b(t)$ be the amplitudes for remaining in $|+\rangle$ and in $|-\rangle$. Since $|1\rangle=(|+\rangle+|-\rangle)/\sqrt2$ and $|3\rangle=(|+\rangle-|-\rangle)/\sqrt2$,

$$A_{31}=\tfrac12(a-b),\qquad A_{11}=\tfrac12(a+b).$$

The second block has no detuning, so $b=\cos\omega_0t$. In the first block, in the order $|+\rangle,|2\rangle$,

$$\begin{pmatrix}0&-\sqrt2J\\-\sqrt2J&\delta\end{pmatrix}=\frac\delta2+K,\qquad
K=\begin{pmatrix}-\delta/2&-\sqrt2J\\-\sqrt2J&\delta/2\end{pmatrix}.$$

Multiplication gives $K^2=2J^2+\delta^2/4\equiv(\hbar\Omega)^2$ times the identity. The same splitting into even and odd powers yields

$$e^{-iKt/\hbar}=\cos\Omega t-\frac{iK}{\hbar\Omega}\sin\Omega t .$$

Its first diagonal element contains $K_{++}=-\delta/2$, which turns the minus sign into a plus:

$$a=e^{-i\delta t/2\hbar}\left[\cos\Omega t+\frac{i\delta}{2\hbar\Omega}\sin\Omega t\right].$$

At $\delta=0$ we have $a=b$, and the blocking returns. For $\delta\ne0$ the two amplitudes differ, as the short-time expansion below proves, and site 3 can be reached.

The shift does not open $2\to4$. These two sites lie in different blocks, so their transfer amplitude is zero at all times for any $\delta$. The paths from 2 to 4 run through sites 1 and 3, which are still equal in energy.

If site 4 is also shifted by $\delta$, both blocks have the same detuning. Their couplings differ only in sign, and $a$ contains only the square of the coupling. Hence $a=b$ and $1\to3$ remains blocked. A difference between the arms restores the transfer; a common shift does not.

### (d) Two limits

**Short times.** Let $h$ be the Hamiltonian of the first block. Then

$$h|+\rangle=-\sqrt2J|2\rangle,\qquad h^2|+\rangle=2J^2|+\rangle-\sqrt2J\delta|2\rangle,$$

so $\langle+|h^3|+\rangle=(-\sqrt2J\delta)(-\sqrt2J)=2J^2\delta$. In the second block the moments of order zero, one and two are the same, but the third is zero. The first difference is

$$a-b\simeq\frac1{3!}\left(\frac{-it}{\hbar}\right)^32J^2\delta=\frac{iJ^2\delta t^3}{3\hbar^3},$$

where $(-i)^3=i$ was used. Half of this is $A_{31}$, and

$$P_3\simeq\frac{J^4\delta^2t^6}{36\hbar^6}.$$

This is nonzero for every $\delta\ne0$, which proves the restoration. The third order has a plain meaning: the electron must hop onto site 2, feel its energy there, and hop off.

**Weak detuning.** For $|\delta|\ll J$,

$$\hbar\Omega=\sqrt2J\sqrt{1+\frac{\delta^2}{8J^2}}\simeq\sqrt2J+\frac{\sqrt2\,\delta^2}{16J}.$$

Up to $t=h/|\delta|$ the last term adds a phase of at most $2\pi\sqrt2|\delta|/16J\approx0.56|\delta|/J$. The sine term in $a$ has a coefficient of about $0.35|\delta|/J$. To leading order both may be dropped, so $a\simeq e^{-i\delta t/2\hbar}\cos\omega_0t$. With $|e^{-i\theta}-1|^2=4\sin^2(\theta/2)$,

$$P_3\simeq\cos^2(\omega_0t)\,\sin^2\left(\frac{\delta t}{4\hbar}\right).$$

The electron in the first block spends half its time on site 2, on average, and so gains the phase $\delta t/2\hbar$ relative to the second block. At $t=h/|\delta|$ this phase is $\pi$. It turns $|+\rangle+|-\rangle$ into $-|+\rangle+|-\rangle$, which is site 3 apart from a sign. The fast factor requires in addition that the electron be back on the end sites at that moment.

### (e) Numbers

**Field and blocked motion.** For point-like sites, with the loop area taken as the square of the side, the required field is

$$B=\frac{h/2e}{(200\ \text{nm})^2}=\frac{2.068\times10^{-15}\ \text{Wb}}{4.00\times10^{-14}\ \text{m}^2}=51.7\ \text{mT}.$$

With $\hbar=658.2$ µeV ps, $\omega_0=\sqrt2\times20/658.2=0.0430$ rad/ps. The blocked electron returns to site 1 every $\pi/\omega_0=73.1$ ps. At zero flux it would be entirely on site 3 after 51.7 ps.

**Restored transfer.** The weak-detuning estimate is $h/\delta=414$ ps. At that time, however, $\cos^2\omega_0t$ is about 0.22. The nearest full return in the second block comes at $6\times73.1\approx439$ ps. Searching the full formula in steps of 1 ps up to 516 ps gives the largest $P_3$ at 435 ps, where

$$a=-0.982+0.138i,\qquad b=0.988,$$

$$P_3=\tfrac14\left[(-0.982-0.988)^2+0.138^2\right]=0.97 .$$

The remaining probability is 0.005 on site 1, 0.009 on site 2 and 0.012 on site 4.

The rise is not steady: $P_3$ is 0.031 at 50 ps, 0.004 at 100 ps, 0.29 at 200 ps and 0.65 at 300 ps. Here $\delta/J=0.5$ is not very small. The weak-detuning formula gives 0.97 at 435 ps, but 0.022 instead of 0.004 at 100 ps. Where its cosine is small, the dropped terms can be as large as the one kept, or larger. For $\delta/J=0.02$, its largest error in $P_3$ up to $h/\delta$ is 0.006, as an absolute probability.

**Imperfections.** Set $\delta=0$ again and ask how much probability reaches site 3 within the same 435 ps. Each defect is taken alone. Unequal hoppings, which by part (a) also cause a leak unless the two products match, are not included in this list.

- A field 1% too large gives $\varepsilon=0.01\pi$. The largest leak is 0.018, in line with the slow factor of part (b).
- An accidental difference of 1 µeV between the arms gives 0.027. This is the restored transfer itself, with a small $\delta$.
- Equal hopping of magnitude $J_d=0.02J$ along both diagonals gives 0.067. Along the 1–3 diagonal alone it gives 0.017.

The last number has a simple origin. Share the flux phase equally among the four links. Each straight diagonal halves the flux and then carries no phase of its own. Let $R$ move the electron one site round the ring. The ring Hamiltonian is a sum of $R$ and $R^{-1}$ with constant coefficients, and the diagonal hopping is $-J_dR^2$, so the two commute. Because $R^4=1$, the diagonal term contributes the factor $\cos(J_dt/\hbar)+iR^2\sin(J_dt/\hbar)$. Only its second part leads from 1 to 3, and

$$P_3=\cos^2(\omega_0t)\sin^2(J_dt/\hbar).$$

At 435 ps, $J_dt/\hbar=0.4\times435/658.2=0.264$, which gives $0.976\times0.0683=0.067$.

**Comparison with a real ring.** The parameters are rough values for four gate-defined quantum dots in a GaAs heterostructure. The hopping $J$ depends strongly on the barriers between the dots, and is assumed here to be set by the gate voltages. Coherence is one assumption that may fail there. As a simple model, let the coherence between any two sites decay as $e^{-t/T}$ with $T=1$ ns, a rough value. The leak in the blocked ring then reaches 0.069 within 435 ps, and the restored $P_3$ at 435 ps falls from 0.97 to 0.78. These two numbers belong to this model only. Slow charge noise, which shifts the site energies from one run to the next, acts differently. For independent static shifts whose differences have an rms value of 2 or 4 µeV, the averaged leak reaches 0.09 or 0.26, and the restored $P_3$ falls to 0.84 or 0.57. Dephasing thus weakens both the blocking and the transfer. The blocking relies on a definite phase between the two arm sites; the restored transfer relies on the phases between the other sites as well.

The finite size of the dots is a second limit. With effective mass $m$ equal to 0.067 of the free-electron mass and a confinement length $l=30$ nm, the orbital spacing of an isolated dot is about 1.3 meV, far above $J$. Such dots do not easily reach $J=20$ µeV at a distance of 200 nm. In the smooth four-well potential $V=\hbar^2[(x^2-a^2)^2+(y^2-a^2)^2]/(8ma^2l^4)$ with $a=100$ nm, $l=30$ nm gives $J\approx2.5$ µeV. A value of 20 µeV needs $l\approx39$ nm, and the next level then lies about 0.4 meV higher. In that case 51.7 mT does not block the transfer: the two pairs of levels are split by 15 and 9 µeV, and $P_3$ reaches 0.76 within 435 ps. At 62 mT the upper pair is nearly degenerate, the lower pair is still split by 10 µeV, and $P_3$ reaches 0.37. The blocking field of a real ring therefore has to be found by tuning, and the four-site model can fail by more than the small defects listed above. The remaining scales are less troublesome. The magnetic shift of the dot level, 0.8 µeV, is common to all four equal dots and changes only an overall phase. The same is true of the Zeeman energy for a conserved spin; the splitting is 1.3 µeV for a $g$-factor of magnitude 0.44. At 50 mK the thermal energy is 4.3 µeV, against 57 µeV between the two ring levels. This does not exclude energy relaxation, because an electron placed on site 1 occupies both levels. Relaxation and spin-orbit coupling are left out, and the start and the readout are treated as instantaneous on the 73 ps scale of the motion.

A loop of atomic size is a different case. For a side of 0.3 nm, $h/2e$ requires about $2.3\times10^4$ T, far beyond laboratory magnets.

The numerical output below lists most of these values to more digits.

## Values computed for the example and the checks

```
ring side: 200 nm
hopping J: 20.0 micro-eV
shift of site 2, delta: 10.0 micro-eV
flux h/2e: 2.0678e-15 Wb
field for h/2e in this ring: 51.70 mT
side of atomic loop: 0.3 nm
field for h/2e in atomic loop: 2.3e+04 T
hbar: 658.212 micro-eV ps
cage angular frequency w0: 0.042971 rad/ps
period of return probability: 73.11 ps
zero-flux full-transfer time: 51.70 ps
zero-flux P3 at that time: 1.000000
largest caged P3 up to 20 ns: 1.4e-28
detuned angular frequency W: 0.043638 rad/ps
weak-detuning time h/delta: 413.6 ps
search window end: 516 ps
time of largest P3 in window: 435 ps
a at peak: real -0.9818, imaginary 0.1379
b at peak: 0.9877
detuned P1 at peak time: 0.0048
detuned P2 at peak time: 0.0085
detuned P3 at peak time: 0.9745
detuned P4 at peak time: 0.0122
detuned P3 at 50 ps: 0.0309
detuned P3 at 100 ps: 0.0039
detuned P3 at 200 ps: 0.2881
detuned P3 at 300 ps: 0.6489
short-time test, t: 1.646 ps
short-time P3, diagonalization: 1.0840e-10
short-time P3, t^6 law: 1.0851e-10
weak-law test, delta/J: 0.020
weak-law largest error in P3: 0.0056
field error 1%: largest leak P3 0.0184
arm mismatch 1.0 micro-eV: largest leak P3 0.0268
diagonal hopping 2% of J: largest leak P3 0.0666
coherence time: 1000 ps
caged ring with dephasing: largest leak P3 0.0690
detuned ring with dephasing: P3 at peak time 0.7837
temperature: 50 mK
thermal energy kT: 4.31 micro-eV
cage level separation: 56.57 micro-eV
effective mass ratio: 0.067 (no unit)
dot confinement length: 30 nm
dot orbital spacing: 1264 micro-eV
common magnetic level shift: 0.79 micro-eV
g-factor magnitude: 0.44 (no unit)
Zeeman splitting: 1.32 micro-eV
```
